# Mean projected range and path length for equal-mass hard spheres: test program

```python
"""
Result under test: an ion makes hard-sphere collisions with cold atoms of equal
mass, with constant mean free path lam. If it stops below energy Ec, then
    mean projected range = lam*(3 - 2*sqrt(Ec/E0))  -> 3*lam as Ec -> 0,
    mean path length     = lam*(1 + log(E0/Ec))     -> infinity.
E0: initial energy; b: impact parameter; d: sphere diameter; theta: lab angle.
Simulation lengths are in units of lam and its energies in units of E0.
Example lengths are in nm and energies in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq


def range_law(eps):
    return 3 - 2 * np.sqrt(eps)


def path_law(eps):
    return 1 - np.log(eps)


def check_mean(samples, expected, label):
    error = samples.std() / np.sqrt(len(samples))
    assert abs(samples.mean() - expected) < 5 * error, label


# Example parameters: rough regime of 1 keV Si in amorphous Si
E0, E_stop = 1000.0, 10.0
density, diameter = 50.0, 0.05
Z, mass_u, temperature = 14, 28.0, 300.0
lam = 1 / (density * np.pi * diameter**2)
eps = E_stop / E0


# Mean lab cosine from centre-of-mass kinematics
def lab_cosine(b_over_d):
    chi = 2 * np.arccos(b_over_d)
    return np.cos(np.arctan2(np.sin(chi), 1 + np.cos(chi)))


mean_cosine = quad(lambda b: 2 * b * lab_cosine(b), 0, 1)[0]
assert abs(mean_cosine - 2 / 3) < 1e-8

# Vector simulation: the velocity component along the line of centres is lost
rng = np.random.default_rng(12345)
n_ions, n_flights = 200000, 30
direction = np.zeros((n_ions, 3))
direction[:, 2] = 1
position = np.zeros((n_ions, 3))
end_position = np.zeros((n_ions, 3))
energy = np.ones(n_ions)
path = np.zeros(n_ions)
speed_weighted_path = np.zeros(n_ions)
escaped = np.zeros(n_ions, dtype=bool)
mean_depth = {}
for flight in range(1, n_flights + 1):
    length = rng.exponential(size=n_ions)
    position += direction * length[:, None]
    q_power = (2 / 3)**flight
    check_mean(position[:, 2], 3 * (1 - q_power), "depth after N flights")
    if flight in (1, 2, 5, 10, 20, 30):
        square = np.sum(position**2, axis=1)
        check_mean(square, 2 * (3 * flight - 6 * (1 - q_power)), "R squared")
        mean_depth[flight] = (position[:, 2].mean(), square.mean())
    moving = energy > eps
    end_position[moving] = position[moving]
    path[moving] += length[moving]
    speed_weighted_path[moving] += (np.sqrt(energy) * length)[moving]
    escaped |= moving & (position[:, 2] < 0)
    # Uniform impact point on the disc perpendicular to the velocity
    side = rng.normal(size=(n_ions, 3))
    side -= np.sum(side * direction, axis=1)[:, None] * direction
    side /= np.linalg.norm(side, axis=1)[:, None]
    b = np.sqrt(rng.random(n_ions))
    centres = b[:, None] * side + np.sqrt(1 - b**2)[:, None] * direction
    along = np.sum(direction * centres, axis=1)
    new_velocity = direction - along[:, None] * centres
    speed = np.linalg.norm(new_velocity, axis=1)
    energy *= speed**2
    direction = new_velocity / speed[:, None]
assert np.all(energy < eps)
check_mean(end_position[:, 2], range_law(eps), "range with cutoff")
check_mean(path, path_law(eps), "path with cutoff")
check_mean(speed_weighted_path, range_law(eps), "speed-weighted path")
end_square = np.sum(end_position**2, axis=1)
square_law = 2 * (-3 * np.log(eps) - 1 + 2 * np.sqrt(eps))
check_mean(end_square, square_law, "R squared with cutoff")
depth_spread = end_position[:, 2].std()
escape_fraction = escaped.mean()
retained_depth = end_position[~escaped, 2].mean()


def solve_transport(energies, free_path, energy_ratio, factor, weights):
    """Solve R(E) = free_path(E) + average[factor * R(E')], R=0 below cutoff."""
    count = len(energies)
    step = np.log(energies[1] / energies[0])
    place = np.log(energies[:, None] * energy_ratio / energies[0]) / step
    live = place >= 0
    cell = np.clip(np.floor(place).astype(int), 0, count - 2)
    fraction = place - cell
    row = np.broadcast_to(np.arange(count)[:, None], place.shape)
    amount = weights * factor * live
    matrix = np.eye(count)
    np.subtract.at(matrix, (row, cell), amount * (1 - fraction))
    np.subtract.at(matrix, (row, cell + 1), amount * fraction)
    return np.linalg.solve(matrix, free_path)


def unit_disc_rule(count):
    x, w = np.polynomial.legendre.leggauss(count)
    b = (x + 1) / 2
    return b, w * b


# Universal ZBL screened potential for two Si atoms, eV and nm
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9
bohr = const.physical_constants["Bohr radius"][0] * 1e9
screening = 0.8854 * bohr / (2 * Z**0.23)


def zbl(r):
    x = r / screening
    phi = (0.18175 * np.exp(-3.19980 * x) + 0.50986 * np.exp(-0.94229 * x)
           + 0.28022 * np.exp(-0.40290 * x) + 0.02817 * np.exp(-0.20162 * x))
    return Z**2 * coulomb / r * phi


def closest_distance(E):
    return brentq(lambda r: zbl(r) - E / 2, 1e-4, 1.0)


def changing_path(E):
    return 1 / (density * np.pi * closest_distance(E)**2)


# Hard spheres in the transport equation: fixed and changing diameter
energies = np.geomspace(E_stop, E0, 80)
b_disc, w_disc = unit_disc_rule(400)
ratio = np.broadcast_to(b_disc**2, (80, 400))
cosine = np.broadcast_to(lab_cosine(b_disc), (80, 400))
ones = np.ones(80)
solved_range = solve_transport(energies, ones, ratio, cosine, w_disc)
solved_path = solve_transport(energies, ones, ratio, 1.0, w_disc)
assert np.max(abs(solved_range - range_law(E_stop / energies))) < 0.02
assert np.max(abs(solved_path - path_law(E_stop / energies))) < 0.02
paths = np.array([changing_path(E) for E in energies])
changing_range = changing_path(E0) + quad(
    lambda y: changing_path(np.exp(y)) * np.sqrt(np.exp(y) / E0),
    np.log(E_stop), np.log(E0))[0]
changing_solved = solve_transport(energies, paths, ratio, cosine, w_disc)[-1]
assert abs(changing_solved / changing_range - 1) < 0.01
assert np.all(np.diff(paths) > 0)
assert changing_range < changing_path(E0) * range_law(eps)


def scattering_angle(potential, E_cm, b):
    """Classical centre-of-mass angle; E_cm and b are broadcast arrays."""
    low = np.full(np.broadcast(E_cm, b).shape, 1e-5)
    high = np.ones_like(low)
    for _ in range(60):
        middle = (low + high) / 2
        allowed = 1 - potential(middle) / E_cm - (b / middle)**2 > 0
        high = np.where(allowed, middle, high)
        low = np.where(allowed, low, middle)
    nearest = (low + high) / 2
    x, w = np.polynomial.legendre.leggauss(40)
    total = np.zeros_like(nearest)
    for angle, weight in zip((x + 1) * np.pi / 4, w * np.pi / 4):
        u = np.cos(angle)
        radial = 1 - potential(nearest / u) / E_cm - (b * u / nearest)**2
        total += weight * np.sin(angle) / np.sqrt(radial)
    return np.pi - 2 * b / nearest * total


# The angle routine must reproduce Rutherford scattering
b_test = np.array([0.01, 0.03, 0.1])
strength = 20.0
angle_test = scattering_angle(lambda r: strength / r, 500.0, b_test)
assert np.allclose(np.tan(angle_test / 2), strength / (1000 * b_test),
                   rtol=1e-6)


def soft_range(n_energy, n_impact, area_factor=1.0):
    grid = np.geomspace(E_stop, E0, n_energy)
    unit_b, weights = unit_disc_rule(n_impact)
    flight = density**(-1 / 3) / area_factor
    b_max = 1 / np.sqrt(np.pi * density * flight)
    chi = scattering_angle(zbl, grid[:, None] / 2, b_max * unit_b[None, :])
    cos_lab = np.cos(chi / 2)
    return solve_transport(grid, np.full(n_energy, flight), cos_lab**2,
                           cos_lab, weights)[-1]


soft = soft_range(80, 240)
assert abs(soft_range(50, 160) / soft - 1) < 0.02
soft_wide = soft_range(80, 240, 2.0)

# Lindhard-Scharff electronic stopping force at E0
velocity = np.sqrt(2 * E0 * const.e / (mass_u * const.atomic_mass))
velocity_ratio = velocity / (const.alpha * const.c)
electronic_force = (density * 8 * np.pi * coulomb * bohr * Z**(1 / 6)
                    * Z**2 / (2 * Z**(2 / 3))**1.5 * velocity_ratio)
electronic_loss = electronic_force * lam * range_law(eps)
thermal = const.k * temperature / const.e

print(f"Initial energy: {E0:.0f} eV")
print(f"Stopping energy: {E_stop:.0f} eV")
print(f"Atomic density: {density:.0f} nm^-3")
print(f"Hard-sphere diameter: {diameter:.3f} nm")
print(f"Mean free path: {lam:.3f} nm")
print(f"Limiting mean projected range: {3 * lam:.2f} nm")
print(f"Mean lab cosine by quadrature: {mean_cosine:.6f}")
print("Simulation without cutoff (N, <z>/lam, <R^2>/lam^2):")
for flight, (depth, square) in mean_depth.items():
    print(f"  {flight:2d}  {depth:.3f}  {square:.2f}")
print("Cutoff law (Ec in eV, range in nm, path in nm):")
for cut in (100.0, 10.0, 1.0, thermal):
    print(f"  {cut:.4g}  {lam * range_law(cut / E0):.2f}"
          f"  {lam * path_law(cut / E0):.2f}")
print("Simulation with the 10 eV cutoff:")
print(f"  mean projected range: {lam * end_position[:, 2].mean():.2f} nm")
print(f"  mean path length: {lam * path.mean():.2f} nm")
print(f"  standard deviation of depth: {lam * depth_spread:.2f} nm")
print(f"  rms distance from start, formula: {lam * square_law**0.5:.2f} nm")
print(f"  fraction escaping through surface: {escape_fraction:.3f}")
print(f"  mean depth of retained ions: {lam * retained_depth:.2f} nm")
print("Neglected effects, with the 10 eV cutoff:")
print(f"  ZBL head-on distance at 1000 eV: {closest_distance(E0):.4f} nm")
print(f"  ZBL head-on distance at 10 eV: {closest_distance(E_stop):.4f} nm")
print(f"  free path from it at 1000 eV: {changing_path(E0):.3f} nm")
print(f"  free path from it at 10 eV: {changing_path(E_stop):.3f} nm")
print(f"  range, changing hard spheres: {changing_range:.2f} nm")
print(f"  range, soft ZBL scattering: {soft:.2f} nm")
print(f"  same, doubled collision area: {soft_wide:.2f} nm")
print(f"  initial electronic force: {electronic_force:.1f} eV/nm")
print(f"  first-order electronic loss: {electronic_loss:.0f} eV")
print(f"  electronic loss / initial energy: {electronic_loss / E0:.3f}")
print(f"  thermal energy at {temperature:.0f} K: {thermal:.4f} eV")
print("PASS")
```

Output:

```
Initial energy: 1000 eV
Stopping energy: 10 eV
Atomic density: 50 nm^-3
Hard-sphere diameter: 0.050 nm
Mean free path: 2.546 nm
Limiting mean projected range: 7.64 nm
Mean lab cosine by quadrature: 0.666667
Simulation without cutoff (N, <z>/lam, <R^2>/lam^2):
   1  0.997  1.99
   2  1.662  5.30
   5  2.605  19.59
  10  2.955  48.34
  20  3.026  108.14
  30  3.030  168.22
Cutoff law (Ec in eV, range in nm, path in nm):
  100  6.03  8.41
  10  7.13  14.27
  1  7.48  20.14
  0.02585  7.61  29.45
Simulation with the 10 eV cutoff:
  mean projected range: 7.14 nm
  mean path length: 14.27 nm
  standard deviation of depth: 6.20 nm
  rms distance from start, formula: 12.99 nm
  fraction escaping through surface: 0.072
  mean depth of retained ions: 7.91 nm
Neglected effects, with the 10 eV cutoff:
  ZBL head-on distance at 1000 eV: 0.0489 nm
  ZBL head-on distance at 10 eV: 0.1726 nm
  free path from it at 1000 eV: 2.661 nm
  free path from it at 10 eV: 0.214 nm
  range, changing hard spheres: 4.96 nm
  range, soft ZBL scattering: 3.77 nm
  same, doubled collision area: 3.74 nm
  initial electronic force: 27.9 eV/nm
  first-order electronic loss: 199 eV
  electronic loss / initial energy: 0.199
  thermal energy at 300 K: 0.0259 eV
PASS
```
